# Chern magnon bands do not quantise the thermal Hall conductivity

A model honeycomb ferromagnet has two magnon bands with Chern numbers \(+1\) and \(-1\), separated by a gap of 3.12 meV. At 20 K its thermal Hall conductivity divided by temperature is \(-0.142\) of the quantum \(\pi^2k_B^2/3h\). At 10 K it is \(-0.014\), and at 40 K it is \(-0.260\). Put fermions into the same two bands, with the chemical potential in the middle of the gap, and at 1 K the ratio is \(-1.000000\), where the magnons give only about \(-10^{-7}\). The bands and their integers are the same in both cases. What has changed is the particle.

## The belief and its appeal

The belief is that a magnon band with a nonzero Chern number should show a quantised thermal Hall conductivity, as a Chern insulator of electrons does. It has good grounds. When the number of particles is conserved, as it is here, the Chern number comes from the Bloch states alone, so it knows nothing of statistics. With two bands, a nonzero value also guarantees chiral edge modes in the gap between them, for magnons as for electrons, and such modes carry heat one way along an edge.

One reply is that thermal bosons populate a band unevenly instead of filling it. That is true but incomplete: a perfectly flat band is evenly populated, and it does not give quantisation either. To see why, we need the weight with which each state enters the heat current.

## The bands

Take spins \(S\) on a honeycomb lattice, magnetised along \(+z\), with

\[
H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j
+D\sum_{i,\,j=i+\mathbf b}\nu_i\,\hat z\cdot(\mathbf S_i\times\mathbf S_j)-K\sum_i(S_i^z)^2 .
\]

Each bond is counted once. The vectors \(\mathbf b\) are the three second-neighbour steps \(a(1,0)\) and \(a(-\tfrac12,\pm\tfrac{\sqrt3}2)\), and \(\nu=+1\) on sublattice A, \(-1\) on B. \(H\) conserves total \(S^z\), so one flipped spin stays one flipped spin.

Lowering one spin from \(S\) to \(S-1\) costs \(-J[S(S-1)-S^2]=JS\) for each of three neighbours, and \(-K[(S-1)^2-S^2]=K(2S-1)\) from the anisotropy. The transverse part of the exchange, \(-\tfrac J2(S_i^+S_j^-+\text{h.c.})\), moves the flip with amplitude \(-JS\), because \(S_i^+S_j^-\) has matrix element \(2S\). For the \(D\) term,

\[
\hat z\cdot(\mathbf S_i\times\mathbf S_j)=\tfrac i2(S_i^+S_j^--S_i^-S_j^+),
\]

so a flip moves from \(i\) to \(i+\mathbf b\) with amplitude \(i\nu DS\), and back with the complex conjugate. In plane waves these two add to \(i\nu DS(e^{-i\mathbf k\cdot\mathbf b}-e^{i\mathbf k\cdot\mathbf b})=2\nu DS\sin\mathbf k\cdot\mathbf b\). With \(\boldsymbol\delta\) the three steps from A to B,

\[
H(\mathbf k)=h_0+\mathbf h\cdot\boldsymbol\sigma,\qquad h_0=3JS+K(2S-1),
\]
\[
h_x-ih_y=-JS\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta},\qquad
h_z=2DS\sum_{\mathbf b}\sin\mathbf k\cdot\mathbf b .
\]

The energies are \(\varepsilon_\mp=h_0\mp|\mathbf h|\). Treating many magnons as free bosons in these bands is an approximation, whose size is estimated below.

The example uses \(S=3/2\), \(J=2\) meV and \(D=K=0.2\) meV. Then \(h_0=9+0.4=9.4\) meV. At the zone centre \(|\mathbf h|=3JS=9\) meV, which gives the outer band edges 0.4 and 18.4 meV. At a zone corner the three exchange phases cancel, each sine is \(\mp\sqrt3/2\), and \(|\mathbf h|=3\sqrt3DS=1.559\) meV. The inner edges are therefore 7.841 and 10.959 meV.

Define \(\mathbf A=i\langle u|\nabla_{\mathbf k}u\rangle\) and \(\Omega=\partial_xA_y-\partial_yA_x\). If \(\hat{\mathbf h}\) has polar angles \(\theta,\phi\), the upper state is \((\cos\tfrac\theta2,\,e^{i\phi}\sin\tfrac\theta2)\), so \(\mathbf A=-\sin^2\tfrac\theta2\,\nabla\phi\). Its curl is

\[
\Omega_+=-\tfrac12\sin\theta\,(\nabla\theta\times\nabla\phi)_z
=-\tfrac12\,\hat{\mathbf h}\cdot(\partial_x\hat{\mathbf h}\times\partial_y\hat{\mathbf h}).
\]

For the lower state \(\sin^2\) becomes \(\cos^2\), and the sign reverses: \(\Omega_-=-\Omega_+\). Hence \(C_n=\int(d^2k/2\pi)\,\Omega_n\) counts how often \(\hat{\mathbf h}\) wraps the sphere, and the two integers are opposite. Here \(h_x=h_y=0\) at the two inequivalent corners alone, where \(h_z\) has opposite signs. Each pole is reached once, so \(|C|=1\). Numerically the lower band has \(C_1=+1\).

## From Berry curvature to heat current

Consider a strip confined in \(y\) by a smooth potential \(U(y)\). A wave packet obeys \(\hbar\dot{\mathbf k}=-\nabla U\) and \(\dot{\mathbf r}=\mathbf v-\dot{\mathbf k}\times\Omega\hat z\), so

\[
\dot x=v_x-\dot k_y\Omega=v_x+\frac{\Omega}{\hbar}\,\partial_yU .
\]

Its total energy is \(E=\varepsilon+U\), and its equilibrium occupation is \(n(E)=1/(e^{E/k_BT}-1)\). The \(v_x\) term integrates to zero over the zone, since \(v_x\) times a function of \(\varepsilon\) is the \(k_x\)-derivative of a periodic function. At the upper edge \(U\) rises from zero to a large value. Changing variable from \(y\) to \(E\) at fixed \(\mathbf k\), with \(dE=\partial_yU\,dy\), gives the edge energy current

\[
I(T)=\frac1\hbar\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_n\int_{\varepsilon_n}^\infty\!E\,n(E)\,dE .
\]

The lower edge carries \(-I\). If the upper edge is warmer by a small \(\Delta T\), the net current is \(\Delta T\,dI/dT\). Since \(\partial n/\partial T=-(E/T)\,\partial n/\partial E\), setting \(y=E/k_BT\) gives

\[
\int_\varepsilon^\infty E\,\frac{\partial n}{\partial T}\,dE=k_B^2T\,w\!\left(\frac{\varepsilon}{k_BT}\right),\qquad
w(x)=\int_x^\infty\frac{y^2e^y}{(e^y-1)^2}\,dy .
\]

With the convention \(j_x=-\kappa_{xy}\partial_yT\), and \(1/\hbar(2\pi)^2=1/(2\pi h)\),

\[
\boxed{\;\kappa_{xy}=-\frac{k_B^2T}{h}\sum_n\int\frac{d^2k}{2\pi}\,\Omega_n\,w\!\left(\frac{\varepsilon_n}{k_BT}\right)\;}
\]

This is the intrinsic response. Skew scattering is left out. So is the packet's rotation about its own centre, for a reason that deserves care. The rotation gives each packet a moment \(m\), and a density \(M\) of moments gives a current \(j_x=\partial_yM\). Integrated across the whole strip this vanishes, because \(M\) is zero outside, so it transports nothing. It does appear in the current near one edge.

For two bands the moment follows from \(m=\tfrac12\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle_z\). Let a prime mark the other band. The velocity \(\mathbf v=(i/\hbar)[H,\mathbf r]\) has interband elements \((i/\hbar)(\varepsilon'-\varepsilon)\,\mathbf r_{u'u}\), while \(\Omega=i(x_{uu'}y_{u'u}-y_{uu'}x_{u'u})\). Hence \(m=(\varepsilon'-\varepsilon)\Omega/2\hbar\). A local energy current is fixed only up to circulating parts, so a choice is needed. Take it as each state's energy times its local particle current. Each moment then counts with its energy and occupation, so \(M=\sum\int\frac{d^2k}{(2\pi)^2}\,m\,\varepsilon\,n(\varepsilon)\), summed over both bands, and the upper edge carries an extra \(-M\).

This was tested on a quantum ribbon 40 cells wide with open edges, at \(k_BT=3\) meV. In units of \(k_B^2T/\hbar\), the temperature derivative of the energy current in its upper half is \(-0.003717\). The bulk formulas give \(+0.132842\) from the Berry term and \(-0.136559\) from self-rotation, whose sum is the same number. The near-cancellation belongs to this choice of local current. If the operator \(\tfrac12(Hv_x+v_xH)\) is restricted to the upper half instead, each moment is weighted by the mean of the two band energies, and the same ribbon gives \(-0.0473\). The Berry term is \(+0.132842\) in both cases, and it alone sets \(\kappa_{xy}\). The equilibrium current at one edge is therefore a very poor guide to \(\kappa_{xy}\).

## Why the integer does not survive

If \(w\) had one fixed value throughout a band, that band would contribute its Chern number times a constant. Integrating by parts twice gives

\[
w(x)=x^2n+2\int_x^\infty\frac{y\,dy}{e^y-1}
=\frac{x^2}{e^x-1}-2x\ln(1-e^{-x})+2\,\mathrm{Li}_2(e^{-x}).
\]

At \(x=0\) this is \(2\,\mathrm{Li}_2(1)=\pi^2/3\). The integrand of \(w\) equals \([(y/2)/\sinh(y/2)]^2=1-y^2/12+\dots\), so

\[
w=\frac{\pi^2}{3}-x+\frac{x^3}{36}-\dots\quad(x\ll1),\qquad
w\simeq(x^2+2x+2)e^{-x}\quad(x\gg1).
\]

The full value \(\pi^2/3\) is reached at one point, zero energy, and there \(w\) already falls with slope \(-1\). There is no range of energies over which \(w\) holds a fixed nonzero value.

For fermions, energies are measured from the chemical potential \(\mu\), and the same steps give

\[
w_F(x)=\int_x^\infty\frac{y^2e^y}{(e^y+1)^2}\,dy,\qquad x=\frac{\varepsilon-\mu}{k_BT}.
\]

The integrand vanishes at \(y=0\), has two equal humps near \(y=\pm2.4\), and has total area \(\pi^2/3\). A state many \(k_BT\) below \(\mu\) has both humps above it and gets \(\pi^2/3\); a state far above gets zero. Both values are plateaus with exponentially small corrections. With \(\mu\) in the gap and \(T\to0\), the filled band gives \(\kappa_{xy}/T\to-C_1\pi^2k_B^2/3h\).

Free bosons cannot copy this arrangement. A boson chemical potential above the bottom of a band would make the equilibrium occupation of the states below it negative. The thermal window therefore cannot be centred in the gap.

At 20 K, where \(k_BT=1.7235\) meV, the magnon weight is 3.058 at the bottom of the lower band and 0.339 at its top. In the upper band it runs from 0.096 to 0.003. The ceiling is 3.290. The lower band is thus weighted unevenly by a factor of nine, and the curvature is averaged with that weight.

## What the Chern number still controls

Let \(N(E)\) be the Berry flux, divided by \(2\pi\), of all states below energy \(E\). Writing \(w(\varepsilon/k_BT)=\int_\varepsilon^\infty(-dw/dE)\,dE\) and exchanging the order of integration,

\[
\kappa_{xy}=-\frac{k_B^2T}{h}\int dE\left(-\frac{dw}{dE}\right)N(E).
\]

Inside the gap, from \(E_1\) to \(E_2\), \(N(E)=C_1\). The gap therefore contributes

\[
\kappa_{xy}^{\rm gap}=-\frac{k_B^2T}{h}\,C_1\left[w\!\left(\frac{E_1}{k_BT}\right)-w\!\left(\frac{E_2}{k_BT}\right)\right].
\]

The integer is present, multiplied by a thermal window that depends on the gap edges and on \(T\). The edge picture agrees. One chiral mode spanning the gap carries \(\int_{E_1}^{E_2}E\,n\,dE/h\), because its velocity cancels its density of states. The temperature derivative is \((k_B^2T/h)[w(E_1/k_BT)-w(E_2/k_BT)]\), the same window. The ribbon has one net chiral mode at its upper edge at mid-gap, as \(C_1=1\) requires. That count is quantised; the heat carried is not.

Let \(r\) denote \(\kappa_{xy}/T\) in units of \(\pi^2k_B^2/3h\). At 20 K the gap contributes

\[
r_{\rm gap}=-\frac{0.33905-0.09565}{3.2899}=-0.074 .
\]

The full value is \(-0.142\), so the energies within the bands supply the other \(-0.068\). About half of the response comes from energies where \(N(E)\) is not pinned to an integer.

## Even filling is not enough

Now flatten each band to its mean energy, 4.562 and 14.238 meV, keeping the Chern numbers. Every state of a band then has the same population, and only the formula for the gap remains, with these two energies in place of \(E_1\) and \(E_2\).

| \(T\) (K) | \(r\), actual bands | \(r\), flat bands |
|---|---|---|
| 5 | −0.0004 | −0.001 |
| 10 | −0.014 | −0.062 |
| 20 | −0.142 | −0.318 |
| 30 | −0.236 | −0.452 |
| 40 | −0.260 | −0.481 |

At these temperatures the flat bands give a larger response, but it still varies with temperature. Uneven population spoils the integer within a band; the unpinned level of \(w\) spoils it even when the population is even.

A plateau is in fact impossible in this setting. Suppose the band energies are positive, bounded and independent of temperature. Then \(r(T)\) is a real-analytic function for \(T>0\), because \(w(x)\) is analytic for \(x>0\). If it were constant over any interval of temperature, it would be constant for all \(T>0\). But with a gap above zero energy \(r\to0\) as \(T\to0\), since \(w\) is exponentially small. The constant could only be zero. A curve may cross a special value at an isolated temperature, but it cannot stay there.

The high-temperature limit shows the same failure from the other side. Insert \(w\simeq\pi^2/3-x\). The first term multiplies \(\sum_nC_n=0\), and the second leaves

\[
\kappa_{xy}\to\frac{k_B}{h}\sum_n\int\frac{d^2k}{2\pi}\,\varepsilon_n\Omega_n .
\]

This is a constant, so \(\kappa_{xy}/T\) falls as \(1/T\). For the example it is \(-1.76\times10^{-11}\) W/K. The limit is formal, because magnetic order is lost first, but it shows why flat bands respond more strongly when \(k_BT\) is large. Multiplying by \(h/k_B\) gives \(-5.27\) meV, so the flux-weighted mean energies of the two bands differ by 5.27 meV. The plain mean energies differ by \(14.238-4.562=9.676\) meV. Berry flux is concentrated near the gap, where the two bands are close and their opposite contributions cancel more fully. The ratio of these separations, 0.54, is the formal high-temperature ratio of the two responses. In the table the ratio rises from 0.23 at 10 K to 0.54 at 40 K, although neither response is itself close to its high-temperature form there.

Since \(r\) vanishes at both ends, it must have a largest magnitude between them. On a formal scan from 10 to 400 K in steps of 10 K, this is 0.26, at 40 K.

## Same integers, different conductivities

Hold \(J\), \(K\), \(S\) and \(T=20\) K fixed, and change \(D\). For \(D=0.1\), 0.2 and 0.3 meV the lower Chern number stays \(+1\), while \(r\) is \(-0.093\), \(-0.142\) and \(-0.177\).

A second-neighbour exchange \(J_2\) makes the point more sharply. It adds \(2J_2S(3-\sum_{\mathbf b}\cos\mathbf k\cdot\mathbf b)\) to both bands, multiplying the unit matrix. The Bloch states, and with them the Berry curvature at every \(\mathbf k\), are untouched. Yet \(J_2=0.2\) meV changes \(r\) at 20 K from \(-0.142\) to \(-0.059\). At the zone corners the cosines sum to \(-3/2\), so the energy there rises by \(9J_2S=2.7\) meV. States near the gap, where much of the flux sits, become harder to excite.

## Beside a real magnet

In ordinary units the 20 K result is

\[
\kappa_{xy}=-0.14175\times(9.4643\times10^{-13}\ \mathrm{W/K^2})\times20\ \mathrm K=-2.68\times10^{-12}\ \mathrm{W/K}
\]

for one layer. Divided by a thickness of 0.7 nm, this is \(-3.8\times10^{-3}\) W/(m K). The parameters are round values in the rough range of a chromium trihalide monolayer, where order survives to some tens of kelvin; \(D\) is the least secure of them. The mean-field ordering temperature from the exchange alone, \(JS(S+1)/k_B=87\) K, is an overestimate in two dimensions, and the 40 K entry may lie close to the loss of order in such a material, or beyond it.

At 20 K there are 0.09 thermal magnons per site relative to \(S\), and at 40 K there are 0.26. A Hartree–Fock estimate softens the exchange by 1.3% and 6.3% respectively. Scaling \(J\) and \(D\) alike by those factors, with \(K\) fixed, would give \(r=-0.145\) at 20 K and \(-0.260\) at 40 K. That is too kind to \(D\): its term is purely transverse, and in the same approximation it softens by the magnon number per site relative to \(S\), which is 9% and 26%. With this included, and \(K\) still fixed, \(r\) is \(-0.139\) at 20 K and \(-0.230\) at 40 K. The anisotropy softens too. To first order in \(K\) and in the magnon number \(n\) per site, its part of the zone-centre gap is \(K\langle 3(S^z)^2-S(S+1)\rangle/\langle S^z\rangle=K(2S-1)(1-2n/S)\), which falls from 0.4 meV to 0.33 meV at 20 K and to 0.19 meV at 40 K. With all these changes together, \(r\) at 20 K is \(-0.142\), close to the free-magnon value. If the softening is fed back until it is self-consistent, the gap is about 0.22 meV at 30 K, a solution still exists at 33 K, and none is found at 40 K. The free-magnon value at 40 K is therefore only indicative for these parameters, and at 30 K the gap has already nearly halved. The estimate also omits damping, which should matter more as the magnon density grows. The dipolar field of one neighbour shifts the energy of a spin flip by about 0.005 meV. Summed over the whole layer, the dipolar coupling lowers the 0.4 meV gap at the zone centre by about 0.05 meV; a rigid shift of both bands by that amount moves \(r\) at 20 K only to \(-0.144\). Of the effects sized here, \(J_2\) is by far the largest: it removes more than half of the 20 K response. Mixing of magnons with phonons has not been sized, and it can alter the curvature itself.

A measured \(\kappa_{xy}/T\) far from the quantum is therefore no evidence against Chern magnon bands. Nor does a nonzero value establish them: the formula needs Berry curvature weighted by energy, and that average can be nonzero even when every Chern number is zero.

## Numbers as computed

```
spin S = 1.5, J = 2.0 meV, D = 0.2 meV, K = 0.2 meV
lattice constant 0.7 nm, layer thickness 0.7 nm
lower band: 0.400 to 7.841 meV
upper band: 10.959 to 18.400 meV
gap = 3.118 meV
Chern numbers: lower +1.000000, upper -1.000000
net chiral modes at upper ribbon edge = +1
quantum pi^2 kB^2/(3h) = 9.4643e-13 W/K^2
largest possible weight pi^2/3 = 3.2899
kB T at 20 K = 1.7235 meV
weight w at 20 K, lower bottom: 3.05812
weight w at 20 K, lower top: 0.33905
weight w at 20 K, upper bottom: 0.09565
weight w at 20 K, upper top: 0.00317
ratio r = (kappa_xy/T) / (pi^2 kB^2/3h):
T = 5 K: r = -0.00039, flat bands r = -0.00104, kappa_xy = -1.856e-15 W/K
T = 10 K: r = -0.01415, flat bands r = -0.06226, kappa_xy = -1.339e-13 W/K
T = 20 K: r = -0.14175, flat bands r = -0.31779, kappa_xy = -2.683e-12 W/K
T = 30 K: r = -0.23585, flat bands r = -0.45243, kappa_xy = -6.696e-12 W/K
T = 40 K: r = -0.26032, flat bands r = -0.48111, kappa_xy = -9.855e-12 W/K
kappa_xy at 20 K / thickness = -3.833e-03 W/(m K)
gap part of r at 20 K = -0.07398
flat-band energies = 4.562 and 14.238 meV
fermions in same bands, 1 K: r = -1.000000
magnons at 1 K: r = -1.15e-07
largest |r| in formal scan 10-400 K: 0.2603 at 40 K
formal high-T kappa_xy = -1.760e-11 W/K
D = 0.1 meV: lower Chern +1.0000, r at 20 K = -0.09296
D = 0.2 meV: lower Chern +1.0000, r at 20 K = -0.14175
D = 0.3 meV: lower Chern +1.0000, r at 20 K = -0.17742
ribbon test at kB T = 3.0 meV: edge response -0.003717
  Berry part +0.132842, self-rotation part -0.136559
20 K: magnons per site / S = 0.0907, exchange softening = 0.0134, softened r = -0.14516
40 K: magnons per site / S = 0.2629, exchange softening = 0.0633, softened r = -0.25960
with J2 = 0.2 meV: r at 20 K = -0.05935
dipolar energy of neighbours = 0.0049 meV
mean-field ordering temperature (overestimate) = 87.0 K
```
